# Potential Step Across a Neutral Dipole Layer and Its Sign

**Q:** A thin layer between two oxides is said to shift the potential of everything beyond it. But the layer is neutral. How can it affect anything outside itself?

**A:** Neutrality restricts the field outside, not the difference between the potentials on the two sides. To see this we need the field inside the layer.

Let $z$ run along the layer normal, from left to right. I assume that the charge pattern repeats in the plane, with a rectangular cell of area $A$. The potential $\phi(x,y,z)$ obeys Poisson's equation,

$$\frac{\partial^2\phi}{\partial x^2}+\frac{\partial^2\phi}{\partial y^2}+\frac{\partial^2\phi}{\partial z^2}=-\frac{\rho_3(x,y,z)}{\varepsilon_0},$$

where $\rho_3$ is the total charge density, with all polarization charge included. Average this over one cell. The integral of $\partial^2\phi/\partial x^2$ over $x$ is the difference of $\partial\phi/\partial x$ between two opposite cell edges, which is zero because the pattern repeats. The $y$ term vanishes in the same way. Writing $\phi(z)$ and $\rho(z)$ for the averaged quantities, we are left with

$$\frac{d^2\phi}{dz^2}=-\frac{\rho}{\varepsilon_0},\qquad E=-\frac{d\phi}{dz},\qquad \frac{dE}{dz}=\frac{\rho}{\varepsilon_0}.$$

Let $\rho$ vanish outside the interval $a<z<b$, and let the field on the left be zero. Integration from the left gives

$$E(z)=\frac{1}{\varepsilon_0}\int_a^z\rho(z')\,dz'.$$

At $z=b$ the integral is the whole charge per area, which is zero for a neutral layer. The field therefore vanishes on the right as well, and the potential is constant on each side. Inside the layer the partial integral need not vanish, so there is a field there, and the two constants may differ.

**Q:** "May differ" is not a result. What fixes the difference?

**A:** Define the step as right minus left:

$$\Delta\phi=\phi(b)-\phi(a)=-\int_a^bE\,dz.$$

We know $dE/dz$ in terms of the charge, so we integrate by parts, taking the factor 1 in the integrand as the derivative of $z$:

$$\Delta\phi=-\big[zE\big]_a^b+\int_a^bz\,\frac{dE}{dz}\,dz.$$

The bracket is zero because $E(a)=E(b)=0$. In the remaining integral we insert $dE/dz=\rho/\varepsilon_0$:

$$\Delta\phi=\frac{1}{\varepsilon_0}\int_a^bz\,\rho(z)\,dz=\frac{p}{\varepsilon_0},\qquad p\equiv\int_a^bz\,\rho(z)\,dz.$$

The quantity $p$ is the dipole moment per area. It is positive when the positive charge lies, on average, further to the right than the negative charge. The two minus signs, one from $E=-d\phi/dz$ and one from the integration by parts, cancel. Nothing was assumed about the shape of $\rho(z)$.

This was tested on a smooth, asymmetric charge density. Integrating Poisson's equation twice gave a step of 0.23524 V, and the moment of 0.01300 e/nm divided by $\varepsilon_0$ gave the same value.

**Q:** Your $p$ contains $z$ itself. If I move the origin, $p$ should change, and a voltage cannot depend on where I put my ruler.

**A:** Measure positions from a new origin at $z=s$. The moment becomes

$$p'=\int_a^b(z-s)\rho\,dz=p-s\int_a^b\rho\,dz=p-sQ,$$

where $Q$ is the net charge per area. For $Q=0$ the moment does not depend on the origin.

For $Q\neq0$ it does, and the notion of a step fails at the same time: with zero field on the left, the field on the right is $Q/\varepsilon_0$, so the potential there keeps changing with distance. In a numerical case with $Q=0.010$ e/nm², a 1.0 nm shift of the origin changed $p$ by $-0.0100$ e/nm, and the field jumped by 0.1810 V/nm across the layer.

**Q:** I still do not trust the sign. A field points from positive to negative charge, and potential falls along a field. Yet you say that the potential is higher on the side to which the dipole points.

**A:** Both statements are true, and two charged sheets show how they fit together. Put a sheet of charge $-\sigma$ per area on the left and one of $+\sigma$ on the right, a distance $d$ apart, with $\sigma>0$. Between them the charge already passed is $-\sigma$, so

$$E=-\frac{\sigma}{\varepsilon_0}.$$

The field points left, from the positive sheet to the negative one. If we walk to the right, we walk against the field, and the potential rises:

$$\Delta\phi=-Ed=\frac{\sigma d}{\varepsilon_0}.$$

With the sheets at $z_1$ and $z_1+d$, the moment is

$$p=-\sigma z_1+\sigma(z_1+d)=\sigma d,$$

in agreement with the general result. The dipole vector points from negative to positive charge, while the field inside the layer points the other way.

There is a useful limit here. Let $d$ shrink while $p=\sigma d$ is held fixed. The inner field $-p/(\varepsilon_0d)$ grows without bound, but its product with $d$ stays the same. An ideal dipole sheet therefore has a sudden jump $p/\varepsilon_0$ in potential.

**Q:** Then what happens if the layer is put in the other way round? The charges are the same and so are the distances. Perhaps only the inside changes.

**A:** Mirror the layer, so that its density becomes $\rho_R(z)=\rho(-z)$. Its moment is

$$p_R=\int_{-\infty}^{\infty}z\,\rho(-z)\,dz.$$

Substitute $u=-z$. Then $dz=-du$ and the limits are exchanged; restoring their order cancels the minus sign of $du$. What remains is the minus sign from $z=-u$:

$$p_R=\int_{-\infty}^{\infty}(-u)\,\rho(u)\,du=-p,\qquad \Delta\phi_R=-\frac{p}{\varepsilon_0}=-\Delta\phi.$$

The potential shows this directly too. The function $\phi_R(z)=\phi(-z)$ solves Poisson's equation for the mirrored density, since two derivatives with respect to $z$ bring two minus signs. Its right-hand value is the old left-hand value and vice versa, so right minus left changes sign. For the smooth density above, the mirrored layer gave $-0.23524$ V.

Keeping the geometry and exchanging the signs of all charges also reverses $p$ and the step. Doing both operations restores the original sign.

**Q:** Real dipoles are separate objects, not smooth sheets, and they may be tilted. Does the average still mean anything?

**A:** Take $N$ neutral units per area, each with a moment of size $\mu$ tilted by $\theta$ from $+z$. Each adds $\mu\cos\theta$ to the integral of $z\rho_3$, and dividing by the area gives

$$p=N\mu\cos\theta,\qquad \Delta\phi=\frac{N\mu\cos\theta}{\varepsilon_0}.$$

The in-plane part, $\mu\sin\theta$, does not enter the integral and makes no step in the averaged potential. Turning $\theta$ into $180^\circ-\theta$ reverses the cosine and with it the step. Here $\mu$ must be the moment that each unit has within the layer, including what its neighbours induce, because $\rho$ is the total charge.

Near the layer, the local potential differs from the average. Outside the charge, a lateral Fourier component $\phi_G(z)$ with wave number $G\neq0$ obeys Laplace's equation in the form

$$\frac{d^2\phi_G}{dz^2}=G^2\phi_G,$$

and its solution that stays finite far away decays as $e^{-G|z|}$. For a square lattice of spacing $\ell$ the smallest such $G$ is $2\pi/\ell$, so this slowest part of the ripple falls by a factor $e^{2\pi}\approx535$ over a distance of one spacing. An irregular arrangement has components of longer lateral wavelength, and these reach further out.

**Q:** That is an infinite plane. A real layer has edges. Surely a finite set of dipoles has a potential that goes to zero far away on both sides?

**A:** It does, and the step then holds only within a range of distances. Take a disc of radius $R$ with moment $p$ per area along $z$, and a point on its axis at height $h$ above it. A dipole at distance $r$ from the centre contributes its moment times $h/[4\pi\varepsilon_0(r^2+h^2)^{3/2}]$. Summing over rings of area $2\pi r\,dr$ gives

$$\phi(h)=\frac{ph}{2\varepsilon_0}\int_0^R\frac{r\,dr}{(r^2+h^2)^{3/2}}
=\frac{ph}{2\varepsilon_0}\left[\frac1h-\frac{1}{\sqrt{R^2+h^2}}\right].$$

At the same distance below the disc the potential is the negative of this, so the difference is

$$\phi(h)-\phi(-h)=\frac{p}{\varepsilon_0}\left[1-\frac{h}{\sqrt{R^2+h^2}}\right].$$

For $h\ll R$ the bracket is close to $1-h/R$, and the full step appears as $R$ grows. For $h\gg R$ we write $h/\sqrt{R^2+h^2}=(1+R^2/h^2)^{-1/2}\approx1-R^2/(2h^2)$. The difference then falls as $pR^2/(2\varepsilon_0h^2)$, the behaviour of one single dipole. The step is thus what one finds at a height that is large compared with the dipole spacing, but small compared with the distance to the nearest edge of the layer.

**Q:** Put in numbers. I would like to know whether this is a matter of microvolts or of volts.

**A:** Let me choose round model values, not data for a particular interface: one dipole per nm², each with moment 0.020 e nm, tilted by $60^\circ$. Then

$$p=(1.0\ \mathrm{nm^{-2}})(0.020\ e\,\mathrm{nm})(0.5)=0.0100\ e/\mathrm{nm},$$

which is $1.602\times10^{-12}$ C/m. With $e/\varepsilon_0=18.0951$ V nm,

$$\Delta\phi=0.0100\times18.0951\ \mathrm{V}=0.181\ \mathrm{V}.$$

An electron has charge $-e$, so its electrostatic energy changes by $-e\Delta\phi=-0.181$ eV from left to right. Electron energy levels on the side to which the dipole points are lowered.

Two sheets 0.2 nm apart have the same $p$ if they carry $\pm0.050$ e/nm², a twentieth of an elementary charge per nm². The field between them is $-0.9048$ V/nm, and $0.9048\times0.2=0.181$ V. A small net charge separation over a short distance is enough for a step of tenths of a volt. "Net" means that the screening by the surroundings is already included; the same sheets inserted into a dielectric give a step smaller by its relative permittivity, as the next answer shows.

A direct Coulomb sum over tilted point dipoles in a disc gave 0.1791 V for a radius of 300 nm and 0.1800 V for 600 nm, both taken between points $h=3$ nm above and below the disc. The shortfalls from 0.1810 V are about 0.002 V and 0.001 V. They halve, within rounding, when the radius doubles, as the term $h/R$ requires. Removing that term by combining the two sums gave 0.1810 V, and $-0.1810$ V for dipoles at $120^\circ$.

**Q:** In a gate stack the dipole sits among dielectrics. Should you not divide by a relative permittivity?

**A:** That depends on which charges were counted in $p$. So far $\rho$ was the total charge, and then the divisor is $\varepsilon_0$. Suppose instead that we know only the charges inserted into a medium, with density $\rho_{\mathrm{ins}}$ and moment $p_{\mathrm{ins}}$, and that the medium responds linearly with a uniform $\varepsilon_r$ throughout the dipole region. The displacement $D=\varepsilon_0\varepsilon_rE$ obeys $dD/dz=\rho_{\mathrm{ins}}$. The same integration by parts, with $\varepsilon_0$ replaced by $\varepsilon_0\varepsilon_r$, gives

$$\Delta\phi=\frac{p_{\mathrm{ins}}}{\varepsilon_0\varepsilon_r}.$$

The two forms agree. The polarization of the medium is $P=\varepsilon_0(\varepsilon_r-1)E$, and its bound charge density is $-dP/dz$. The moment of the bound charge is

$$p_{\mathrm{ind}}=-\int z\frac{dP}{dz}\,dz=\int P\,dz,$$

where the boundary term vanishes because $P=0$ outside, where $E=0$. Since $\int E\,dz=-\Delta\phi$,

$$p_{\mathrm{ind}}=-\varepsilon_0(\varepsilon_r-1)\Delta\phi=-\left(1-\frac1{\varepsilon_r}\right)p_{\mathrm{ins}}.$$

The total moment is therefore $p_{\mathrm{ins}}+p_{\mathrm{ind}}=p_{\mathrm{ins}}/\varepsilon_r$, and dividing it by $\varepsilon_0$ gives the step above. Dividing the total moment by $\varepsilon_r$ once more would count the screening twice.

Take the same two sheets as inserted charges in a gap with $\varepsilon_r=5$. The inserted moment is 0.0100 e/nm, the induced one $-0.0080$ e/nm and the total 0.0020 e/nm. The step drops from 0.181 V to $0.0020\times18.0951=0.036$ V.

**Q:** And how would anyone notice this step from outside? A voltmeter does not read the electrostatic potential in an oxide.

**A:** It reads the difference between the Fermi levels of the two electrodes. Let $z$ run from the substrate to the gate. Write each Fermi level as $E_F=\zeta-e\phi$, where $\phi$ is the electrostatic potential at the electrode's surface and $\zeta$ is fixed by the electrode and its contact with the oxide, for flat bands in the substrate. The gate voltage $V_G$ is defined by $-eV_G=E_{F,\mathrm{gate}}-E_{F,\mathrm{sub}}$, so

$$V_G=\phi_{\mathrm{gate}}-\phi_{\mathrm{sub}}-\frac{\zeta_{\mathrm{gate}}-\zeta_{\mathrm{sub}}}{e}.$$

At flat band the field at the substrate surface is zero. If the oxides hold no charge other than the dipole layer, $D$ is zero up to that layer, and by neutrality it is zero again beyond it. The whole potential difference is then the step. Without the dipole the difference would be zero. If the layer leaves both $\zeta$ unchanged, the flat-band voltage shifts by

$$\Delta V_{FB}=+\Delta\phi=\frac{p}{\varepsilon_0}.$$

The shift is positive for a dipole pointing to the gate and negative for one pointing to the substrate.

**Q:** Fixed charge in the oxide shifts the flat-band voltage too. How would I tell the two apart?

**A:** By the thickness. Put a net sheet charge $Q$ at the lower surface of a high-k film of thickness $t$ and relative permittivity $\varepsilon_h$. At flat band $D=0$ below the sheet and $D=Q$ above it, so the field in the film is $Q/(\varepsilon_0\varepsilon_h)$ and the gate potential changes by

$$\Delta V_{FB}=-\frac{Qt}{\varepsilon_0\varepsilon_h}.$$

This grows in proportion to $t$. The dipole leaves no field in the film, so its shift contains no $t$.

The dipole part was tested with a numerical Poisson solution of a model stack: 1.0 nm of oxide with $\varepsilon_r=4$, the two sheets with their total charge, and a high-k film with $\varepsilon_r=20$. The gate potential that removes the field at the substrate was 0.1810 V for a dipole pointing to the gate and $-0.1810$ V for the reverse, both for 2 nm and for 4 nm of high-k. In an experiment this separation works if the fixed charge sits at the lower surface of the high-k film, as assumed here, and if the charge and the dipole stay the same as the film is made thicker. If the sheet charge $Q$ sits at the substrate surface instead, its field crosses both films. Since $D=Q$ all the way to the gate, the shift is then $-(Q/\varepsilon_0)(t_{\mathrm{ox}}/\varepsilon_{\mathrm{ox}}+d/\varepsilon_d+t/\varepsilon_h)$, where $t_{\mathrm{ox}}$ and $\varepsilon_{\mathrm{ox}}$ are the thickness and relative permittivity of the lower oxide, and $d$ and $\varepsilon_d$ those of the dipole region. The middle term is not always negligible: in the model stack $d/\varepsilon_d=0.2$ nm against $t_{\mathrm{ox}}/\varepsilon_{\mathrm{ox}}=0.25$ nm. The first two terms do not contain $t$ and look like a dipole shift. Varying $t_{\mathrm{ox}}$ as well reveals the first; the second must be estimated from $Q$ and subtracted.

**Q:** One last doubt. You began with a charge density that vanishes outside the layer. Inside a real oxide there are nuclei and electrons everywhere.

**A:** Then $\rho$ must be read as a difference. Compare two stacks that differ only near the interface, one with the dipole and one without, and subtract their charge densities. Poisson's equation is linear, so the difference of the potentials obeys it with the difference of the densities as its source. If that difference is confined to a thin region, is neutral, and leaves the outer field unchanged, every step of the derivation applies to it, and $p/\varepsilon_0$ is the change in the potential offset between the two sides. If the layer displaces one crystal relative to the other, the raw difference oscillates throughout the displaced crystal and is not confined. The densities and potentials must then first be averaged along $z$ over the lattice period of each crystal, and the argument applies to these averages.

What is lost is an absolute value: a different reference stack gives a different $p$. A quoted interface dipole therefore needs its reference stated, together with its positive direction and whether the polarization of the surroundings is included. The numerical output below lists the values for the smooth layer, the point dipoles and the model stack.

## Calculated quantities

```
e/eps0 = 18.0951 V nm
dipole density = 1.0 per nm^2
moment of one dipole = 0.020 e nm
tilt from the normal = 60 degrees
dipole moment per area p = 0.0100 e/nm
the same p in SI = 1.6022e-12 C/m
potential step p/eps0 = 0.1810 V
electron energy step = -0.1810 eV
smooth layer: p = 0.01300 e/nm
smooth layer: p/eps0 = 0.23524 V
smooth layer: step by integration = 0.23524 V
smooth layer mirrored: step = -0.23524 V
charged layer: net charge = 0.010 e/nm^2
charged layer: origin shift = 1.0 nm
charged layer: change of p = -0.0100 e/nm
charged layer: outer field jump = 0.1810 V/nm
point dipoles, disc radius 300 nm: step = 0.1791 V
point dipoles, disc radius 600 nm: step = 0.1800 V
point dipoles, wide-disc limit: step = 0.1810 V
point dipoles at 120 degrees: -0.1810 V
equivalent sheets: distance = 0.2 nm
equivalent sheets: charge = +/-0.050 e/nm^2
stack: oxide 1.0 nm, eps_r = 4
stack: high-k eps_r = 20
high-k 2 nm, p to gate: shift = 0.1810 V
high-k 2 nm, p to substrate: shift = -0.1810 V
high-k 4 nm, p to gate: shift = 0.1810 V
high-k 4 nm, p to substrate: shift = -0.1810 V
field between the sheets = -0.9048 V/nm
polarizable gap: eps_r = 5
polarizable gap: inserted moment = 0.0100 e/nm
polarizable gap: induced moment = -0.0080 e/nm
polarizable gap: total moment = 0.0020 e/nm
polarizable gap: flat-band shift = 0.0362 V
```
